# Adams-Neumann linearisation of Legendre products and its nonnegative coefficients

Q: Take two Legendre polynomials $P_a(x)$ and $P_b(x)$ with nonnegative integers $a,b$. Their product is a polynomial of degree $a+b$, so I accept that

$$P_a(x)P_b(x)=\sum_{c=0}^{a+b} g_c\,P_c(x)$$

with some numbers $g_c$. Orthogonality, $\int_{-1}^{1}P_cP_{c'}\,dx=2\delta_{cc'}/(2c+1)$, even tells me what they are:

$$g_c=\frac{2c+1}{2}\int_{-1}^{1}P_aP_bP_c\,dx .$$

But the integrand changes sign. Why should $g_c$ have any definite sign?

A: The integral hides the reason. It becomes visible when $P_l$ is read as an expectation value of a rotation. Set $\hbar=1$, let $|lm\rangle$ be the usual angular momentum states with Condon-Shortley phases, and let $R=e^{-i\beta L_y}$ rotate by an angle $\beta$ about the $y$ axis. The first fact needed is

$$\langle l0|R|l0\rangle=P_l(\cos\beta). \tag{1}$$

Q: Prove that before using it.

A: A rotated function takes at the direction $\mathbf n$ the value that the old function had at $R^{-1}\mathbf n$. Expanding the rotated $Y_{l0}$ in the $Y_{lm}$ of the same $l$ gives

$$Y_{l0}(R^{-1}\mathbf n)=\sum_m Y_{lm}(\mathbf n)\,\langle lm|R|l0\rangle .$$

Choose $\mathbf n=\mathbf z$, the north pole. For $m\neq0$, $Y_{lm}$ contains the factor $\sin^{|m|}\theta$ and vanishes there, so one term survives:

$$Y_{l0}(R^{-1}\mathbf z)=Y_{l0}(\mathbf z)\,\langle l0|R|l0\rangle .$$

Now $Y_{l0}=\sqrt{(2l+1)/4\pi}\;P_l(\cos\theta)$, the direction $R^{-1}\mathbf z$ has polar angle $\beta$, and $P_l(1)=1$. The square roots cancel and (1) remains.

Q: That is one polynomial. Where does the product come from?

A: From two independent angular momenta $\mathbf L_1$ and $\mathbf L_2$ in the state $|\psi\rangle=|a0\rangle|b0\rangle$. Rotate both by the same $\beta$. Since $L_{1y}$ and $L_{2y}$ commute, the operator $e^{-i\beta(L_{1y}+L_{2y})}$ is a product of two rotations, and by (1)

$$\langle\psi|e^{-i\beta(L_{1y}+L_{2y})}|\psi\rangle=P_a(\cos\beta)\,P_b(\cos\beta). \tag{2}$$

The same number can be computed in the coupled basis. I take the coupling theorem as known: the total $\mathbf L=\mathbf L_1+\mathbf L_2$ has quantum numbers $c=|a-b|,\dots,a+b$, each occurring once. The state $|\psi\rangle$ has total projection zero, so

$$|\psi\rangle=\sum_{c=|a-b|}^{a+b}|c0\rangle\,\langle c0|a0b0\rangle .$$

The total $L_y$ commutes with $\mathbf L^2$, so the rotation has no matrix elements between different $c$. Within one multiplet the matrix of $L_y$ is fixed by the angular momentum algebra, whatever the states are made of, so (1) applies with $l=c$. Hence

$$\langle\psi|e^{-i\beta L_y}|\psi\rangle=\sum_c|\langle a0b0|c0\rangle|^2\,P_c(\cos\beta). \tag{3}$$

Equate (2) and (3). As $\beta$ runs from $0$ to $\pi$, $x=\cos\beta$ covers $[-1,1]$, and two polynomials that agree on an interval are identical.

Q: So the coefficients are squared Clebsch-Gordan coefficients. How do the 3j symbols enter?

A: Through their definition. With zero projections,

$$\langle a0b0|c0\rangle=(-1)^{a-b}\sqrt{2c+1}\begin{pmatrix}a&b&c\\0&0&0\end{pmatrix}.$$

The 3j symbol is real and the sign disappears on squaring, so

$$P_aP_b=\sum_{c=|a-b|}^{a+b}g_cP_c,\qquad g_c=(2c+1)\begin{pmatrix}a&b&c\\0&0&0\end{pmatrix}^2\ge0. \tag{4}$$

Physically, $g_c$ is the probability of finding total angular momentum $c$ in the state $|a0\rangle|b0\rangle$. Setting $x=1$ in (4) gives $\sum_cg_c=1$, as probabilities require.

Q: Is this special to zero projections? Other rotation matrix elements can be multiplied in the same way.

A: They can, but the sign argument needs the same state on both sides. With different states, the coefficient for each $c$ is a product of two different amplitudes. Take $a=b=1$ with $|1,-1\rangle$ and $|0,0\rangle$, now labelled by $m_1,m_2$, as bra and ket. The state of total $c=0$ has the form $\lambda|1,-1\rangle+\mu|0,0\rangle+\nu|-1,1\rangle$, and the total raising operator must annihilate it:

$$\sqrt2(\lambda+\mu)|1,0\rangle+\sqrt2(\mu+\nu)|0,1\rangle=0 .$$

Thus $\mu=-\lambda$ and $\nu=\lambda$, and the $c=0$ coefficient is $\lambda\mu=-\lambda^2<0$. Normalisation gives $\lambda^2=1/3$. At $\beta=0$ the coefficients must add to the overlap of bra and ket, which is zero. The $c=1$ state is odd under exchange of the two momenta and has no $|0,0\rangle$ component, so the coefficients for $c=0,1,2$ are $-1/3$, $0$ and $+1/3$. The signs are mixed, and no choice of phase for bra or ket makes them all nonnegative. With different states nonnegativity can still occur, but it is no longer guaranteed.

Q: Back to (4). A square can be zero. Which coefficients really are positive?

A: Half of the answer is parity. Since $P_n(-x)=(-1)^nP_n(x)$, the integral of $P_aP_bP_c$ vanishes for odd $a+b+c$. For even $a+b+c$ inside the triangle range, (4) alone does not exclude an accidental zero, so a closed form is needed. Define

$$I(a,b,c)=\frac12\int_{-1}^{1}P_aP_bP_c\,dx=\frac{g_c}{2c+1}=\begin{pmatrix}a&b&c\\0&0&0\end{pmatrix}^2 .$$

One case is immediate. The recurrence

$$(2n+1)\,xP_n=(n+1)P_{n+1}+nP_{n-1} \tag{5}$$

shows that the leading coefficient $A_n$ of $P_n$ obeys

$$A_{n+1}=\frac{2n+1}{n+1}A_n,\quad A_0=1,\qquad\text{so}\qquad A_n=\frac{(2n)!}{2^n\,n!^2}. \tag{6}$$

Comparing the powers $x^{a+b}$ in the product gives $g_{a+b}=A_aA_b/A_{a+b}$.

Q: That is the top coefficient. What about the others?

A: The integral $I$ is symmetric in $a,b,c$, which suggests a candidate. Let $s=(a+b+c)/2$. For $c=a+b$ one has $s=c$, $s-a=b$, $s-b=a$ and $s-c=0$, so the top coefficient is reproduced by the symmetric expression

$$F(a,b,c)=\frac{A_{s-a}A_{s-b}A_{s-c}}{(2s+1)A_s},\qquad A_n=0\ \text{for}\ n<0, \tag{7}$$

for even $a+b+c$.

Q: A symmetric guess that fits one case is not a proof.

A: No. The proof is that $I$ and $F$ obey the same recurrence with the same starting values. Insert $x$ into the integral and apply (5) once to $P_a$ and once to $P_b$. For odd $a+b+c$,

$$\frac{(a+1)I(a+1,b,c)+aI(a-1,b,c)}{2a+1}=\frac{(b+1)I(a,b+1,c)+bI(a,b-1,c)}{2b+1}. \tag{8}$$

A term with prefactor $a=0$ or $b=0$ is absent. Equation (8) yields $I(a+1,b,c)$ from values whose first index is $a$ or $a-1$. Everything therefore follows from $I(0,b,c)=\delta_{bc}/(2b+1)$. The candidate has this start: for $a=0$, $s-b=(c-b)/2$ and $s-c=-(c-b)/2$ are both nonnegative only if $b=c$, and then $F=1/(2b+1)$.

Q: Then show that $F$ satisfies (8), without skipping the algebra.

A: Write $a+b+c=2t+1$ and

$$u=t-a,\quad v=t-b,\quad w=t-c .$$

Adding these gives $u+v+w=t-1$, so $t=u+v+w+1$, $a=v+w+1$ and $b=u+w+1$. First let $u,v,w\ge0$. Put $K=A_uA_vA_w/A_t$ and $\rho_n=A_{n+1}/A_n=(2n+1)/(n+1)$.

In $F(a+1,b,c)$ the half-sum is $t+1$ and the three lower indices are $u,v+1,w+1$. In $F(a-1,b,c)$ the half-sum is $t$ and they are $u+1,v,w$. Therefore

$$F(a+1,b,c)=\frac{K\rho_v\rho_w}{(2t+3)\rho_t}=\frac{K\rho_v\rho_w(t+1)}{(2t+3)(2t+1)},\qquad F(a-1,b,c)=\frac{K\rho_u}{2t+1}.$$

Insert these on the left of (8) and use a common denominator:

$$\text{left}=\frac{K\,N}{(2t+1)(2t+3)(u+1)(v+1)(w+1)(2a+1)},$$

$$\begin{aligned}N={}&(v+w+2)(2v+1)(2w+1)(t+1)(u+1)\\&+(v+w+1)(2u+1)(v+1)(w+1)(2t+3).\end{aligned}$$

The right side is the same expression with $a\leftrightarrow b$, that is, $u\leftrightarrow v$. So it suffices that $N/(2a+1)$ be symmetric in $u$ and $v$.

Q: It does not look symmetric.

A: It is, after a factor is divided out. Let $\sigma=v+w$ and $p=vw$, so that $2a+1=2\sigma+3$. The factors containing $u$ are

$$(t+1)(u+1)=u^2+(\sigma+3)u+\sigma+2,$$

$$(2u+1)(2t+3)=4u^2+4(\sigma+3)u+2\sigma+5 .$$

Also $(2v+1)(2w+1)=4p+2\sigma+1$ and $(v+1)(w+1)=p+\sigma+1$. Hence $N=u(u+\sigma+3)X+Y$ with

$$\begin{aligned}X&=(\sigma+2)(4p+2\sigma+1)+4(\sigma+1)(p+\sigma+1)\\&=(8\sigma+12)p+6\sigma^2+13\sigma+6\\&=(2\sigma+3)(4p+3\sigma+2),\end{aligned}$$

$$\begin{aligned}Y&=(\sigma+2)^2(4p+2\sigma+1)+(\sigma+1)(2\sigma+5)(p+\sigma+1)\\&=(6\sigma^2+23\sigma+21)p+4\sigma^3+18\sigma^2+24\sigma+9\\&=(2\sigma+3)\left[(3\sigma+7)p+2\sigma^2+6\sigma+3\right].\end{aligned}$$

The factor $2\sigma+3$ comes out, leaving $N=(2a+1)S$ with

$$S=u(u+\sigma+3)(4p+3\sigma+2)+(3\sigma+7)p+2\sigma^2+6\sigma+3 .$$

To see the symmetry, use $e_1=u+v+w=u+\sigma$, $e_2=uv+vw+wu=u\sigma+p$ and $e_3=uvw=up$. Then

$$u(4p+3\sigma+2)=4e_3+3e_2+2e_1-(3p+2\sigma),$$

$$(e_1+3)(3p+2\sigma)=3up+2u\sigma+3\sigma p+2\sigma^2+9p+6\sigma .$$

Subtracting the second line from the last terms of $S$ leaves $-3up-2u\sigma-2p+3=-3e_3-2e_2+3$, so

$$S=(e_1+3)(4e_3+3e_2+2e_1)-3e_3-2e_2+3 .$$

This is symmetric in all three variables, and (8) holds for $F$.

Q: You assumed $u,v,w\ge0$. At the edge of the triangle some $A_n$ vanish and your ratios $\rho_n$ are undefined.

A: Those cases need their own check. Since $u+v=c-1\ge-1$, and likewise for the other pairs, at most one of the three is negative.

If $u=-1$, then $t=v+w$, $a=t+1$, $b=w$ and $c=v$. The terms $F(a+1,b,c)$ and $F(a,b-1,c)$ contain $A_{-1}=0$. With (6), the remaining terms are

$$\frac{a}{2a+1}F(a-1,b,c)=\frac{t+1}{2t+3}\,\frac{A_cA_b}{(2t+1)A_t}=\frac{A_cA_b}{(2t+3)A_{t+1}},$$

$$\frac{b+1}{2b+1}F(a,b+1,c)=\frac{b+1}{2b+1}\,\frac{A_cA_{b+1}}{(2t+3)A_{t+1}}=\frac{A_cA_b}{(2t+3)A_{t+1}} .$$

They agree. The case $v=-1$ follows by exchanging $a$ and $b$.

If $w=-1$, then $t=u+v$, $a=v$ and $b=u$. Now the two terms with a lowered index vanish, and

$$\frac{a+1}{2a+1}F(a+1,b,c)=\frac{a+1}{2a+1}\,\frac{A_bA_{a+1}}{(2t+3)A_{t+1}}=\frac{A_aA_b}{(2t+3)A_{t+1}} .$$

This is symmetric in $a$ and $b$, so it equals the other side. If one variable is $-2$ or less, every term contains an $A_n$ with negative index and (8) reads $0=0$. Hence $I=F$ for all even $a+b+c$.

Q: What does that say about positivity?

A: Every $A_n$ with $n\ge0$ is positive. For even $a+b+c$, $g_c$ is therefore positive precisely when $s-a$, $s-b$ and $s-c$ are all nonnegative, which is the triangle rule. There are no accidental zeros. Writing $c=a+b-2r$ gives $s=a+b-r$, and (4) becomes the explicit Adams-Neumann formula

$$P_aP_b=\sum_{r=0}^{\min(a,b)}\frac{2a+2b-4r+1}{2a+2b-2r+1}\,\frac{A_rA_{a-r}A_{b-r}}{A_{a+b-r}}\,P_{a+b-2r}. \tag{9}$$

For $a=0$ it reduces to $P_b=P_b$. For $a=1$, $b\ge1$ the coefficients are $A_b/A_{b+1}=(b+1)/(2b+1)$ and

$$\frac{2b-1}{2b+1}\,\frac{A_{b-1}}{A_b}=\frac{2b-1}{2b+1}\,\frac{b}{2b-1}=\frac{b}{2b+1},$$

which is (5) again.

Q: Show me numbers, preferably where the product is not positive term by term.

A: Take $a=2$, $b=3$ and $\beta=60^\circ$, so $x=0.5$. The values needed are $A_0=A_1=1$, $A_2=3/2$, $A_3=5/2$, $A_4=35/8$ and $A_5=63/8$. For $c=1,3,5$ the half-sums are $s=3,4,5$, and (7) gives

$$\frac{A_1A_0A_2}{7A_3}=\frac{3}{35},\qquad\frac{A_2A_1A_1}{9A_4}=\frac{4}{105},\qquad\frac{A_3A_2A_0}{11A_5}=\frac{10}{231}.$$

Multiplication by $2c+1=3,7,11$ gives

$$P_2P_3=\frac{9}{35}P_1+\frac{4}{15}P_3+\frac{10}{21}P_5 .$$

The coefficients are $0.2571$, $0.2667$ and $0.4762$; as exact fractions they add to 1. The coefficients for $c=2$ and $c=4$ are zero by parity. At $x=0.5$, $P_1=0.5$, $P_3=-0.4375$ and $P_5=0.08984$, so the sum is

$$0.128571-0.116667+0.042783=0.054687 .$$

The direct product is $(-0.125)(-0.4375)=0.0546875$; the difference in the last digit comes from rounding the terms. The middle term is negative because $P_3(0.5)$ is negative. Nonnegativity concerns the coefficients, not the separate terms.

Q: Can the probability reading be checked without using the polynomials?

A: Yes, through the mean of $\mathbf L^2=\mathbf L_1^2+\mathbf L_2^2+2\mathbf L_1\cdot\mathbf L_2$. In $|a0\rangle|b0\rangle$, the part $L_{1z}L_{2z}$ gives zero because both projections vanish. The ladder parts change $m_1$ and $m_2$, so they lead to states orthogonal to the original one. Thus $\langle\mathbf L_1\cdot\mathbf L_2\rangle=0$ and

$$\sum_c c(c+1)g_c=a(a+1)+b(b+1).$$

In the example the right side is $6+12=18$, and the left side is

$$2\cdot\frac{9}{35}+12\cdot\frac{4}{15}+30\cdot\frac{10}{21}=18,$$

in units of $\hbar^2$. The numerical check also obtains the probabilities by diagonalising the total $\mathbf L^2$, for all $a,b\le4$, and compares them with the closed form.

## Calculated quantities

```
Example: a = 2, b = 3 (dimensionless)
Rotation angle = 60.0 degrees
x = cos(angle) = 0.500000 (dimensionless)
A_0 = 1 (dimensionless)
A_1 = 1 (dimensionless)
A_2 = 3/2 (dimensionless)
A_3 = 5/2 (dimensionless)
A_4 = 35/8 (dimensionless)
A_5 = 63/8 (dimensionless)
c = 1: squared 3j = 3/35, g_c = 9/35 = 0.257143 (dimensionless)
   P_1(x) = 0.50000000, g_c P_c(x) = 0.12857143 (dimensionless)
c = 2: squared 3j = 0, g_c = 0 = 0.000000 (dimensionless)
   P_2(x) = -0.12500000, g_c P_c(x) = -0.00000000 (dimensionless)
c = 3: squared 3j = 4/105, g_c = 4/15 = 0.266667 (dimensionless)
   P_3(x) = -0.43750000, g_c P_c(x) = -0.11666667 (dimensionless)
c = 4: squared 3j = 0, g_c = 0 = 0.000000 (dimensionless)
   P_4(x) = -0.28906250, g_c P_c(x) = -0.00000000 (dimensionless)
c = 5: squared 3j = 10/231, g_c = 10/21 = 0.476190 (dimensionless)
   P_5(x) = 0.08984375, g_c P_c(x) = 0.04278274 (dimensionless)
Sum of g_c = 1 (dimensionless)
P_2(x) = -0.12500000 (dimensionless)
P_3(x) = -0.43750000 (dimensionless)
Direct product P_2(x) P_3(x) = 0.05468750 (dimensionless)
Sum of g_c P_c(x) = 0.05468750 (dimensionless)
Mean total L^2 from sum over c = 18 hbar^2
Mean total L^2 from matrices = 18.000000 hbar^2
Exact triple integrals checked = 441 (count)
Recurrence cases checked = 544 (count)
Rotation parts: largest error below 1e-10 = True (dimensionless)
```
